\section*{Mobile Ion Charge from the Triangular Voltage Sweep Current Peak, part 1}

(Sections cited here and not found follow in the second part.)

\section{The charge identity}

\subsection{Definitions and conventions}

A dielectric of thickness $d$ and uniform permittivity $\varepsilon$ fills the space between two plane metal electrodes. The gate lies at $x=0$ and the counter electrode at $x=d$. The counter electrode is grounded, and the gate has the voltage $V(t)$. The lateral dimensions are large compared with $d$, so that edge fields may be neglected. All charges and currents below are averages over the electrode area, and are therefore given per unit area. The capacitance per area is
\begin{equation}
C=\frac{\varepsilon}{d}.
\label{eq:C}
\end{equation}

The dielectric contains mobile positive ions, such as copper ions that have entered an interlayer dielectric. Their charge density is $\rho(x,t)\ge 0$. Two quantities describe them as a whole, the sheet charge $Q$ and the centroid $X$:
\begin{equation}
Q=\int_0^d\rho\,dx,\qquad
X=\frac1Q\int_0^d x\,\rho\,dx .
\label{eq:QX}
\end{equation}
Other charge in the dielectric has a density $\rho_{\rm f}(x)$ that does not change during the measurement.

The current density $J$ is positive when positive charge flows from the external circuit into the gate. On one branch of a triangular sweep the voltage changes at the constant rate
\begin{equation}
\frac{dV}{dt}=\alpha ,
\label{eq:alpha}
\end{equation}
where $\alpha$ carries a sign: it is positive on the upward branch and negative on the return branch. SI-based laboratory units are used throughout.

Three assumptions are made at first. Both electrodes block the ions, so that $Q$ is constant. No electronic current flows through the dielectric. The two electrodes have equal work functions, so that the integral of the field across the dielectric equals $V$. What happens when these assumptions are relaxed is examined below.

The result to be derived is that the current above the capacitive baseline, integrated over voltage and divided by the sweep rate, is
\begin{equation}
S\equiv\int_{V_{\rm i}}^{V_{\rm f}}\frac{J-C\alpha}{\alpha}\,dV
=Q\,\frac{X_{\rm f}-X_{\rm i}}{d},
\label{eq:main}
\end{equation}
where i and f denote the beginning and the end of the branch. The peak area thus measures the mobile charge multiplied by the fraction of the thickness through which its centroid has moved. It equals $Q$ itself if all ions pass from one interface to the other.

\subsection{The charge on the gate}

The field inside the metal is zero. Gauss's law, applied to a box that begins in the gate and ends at $x$, therefore gives
\begin{equation}
\varepsilon E(x,t)=\sigma(t)+\int_0^x\left[\rho(x',t)+\rho_{\rm f}(x')\right]dx',
\label{eq:gauss}
\end{equation}
where $\sigma$ is the surface charge of the gate. The field is positive when it points from the gate to the counter electrode, and the voltage is
\begin{equation}
V=\int_0^dE\,dx .
\label{eq:V}
\end{equation}

Inserting \eqref{eq:gauss} into \eqref{eq:V} produces a double integral. A charge at $x'$ contributes to the field at every $x$ between $x'$ and $d$, so exchanging the order of integration gives
\begin{equation}
\int_0^d dx\int_0^x\rho(x')\,dx'
=\int_0^d dx'\,\rho(x')\int_{x'}^d dx
=\int_0^d(d-x')\,\rho(x')\,dx' .
\label{eq:swap}
\end{equation}
The same holds for $\rho_{\rm f}$. Hence
\begin{equation}
V=\frac{\sigma d}{\varepsilon}
+\frac1\varepsilon\int_0^d(d-x)(\rho+\rho_{\rm f})\,dx .
\label{eq:Vsigma}
\end{equation}
Multiplication by $C=\varepsilon/d$ and solution for $\sigma$ lead to
\begin{equation}
\sigma=CV-\int_0^d\left(1-\frac xd\right)(\rho+\rho_{\rm f})\,dx .
\label{eq:sigmaint}
\end{equation}
By the definitions \eqref{eq:QX}, the mobile part of the integral is $Q-QX/d$. With $\sigma_{\rm f}$ for the constant integral over the fixed charge,
\begin{equation}
\sigma=CV-Q\left(1-\frac Xd\right)-\sigma_{\rm f}.
\label{eq:sigma}
\end{equation}

The second term is the charge that the ions induce on the gate. Ions lying against the gate induce $-Q$ there, and ions lying against the counter electrode induce nothing on the gate. When the ions cross from the first position to the second at fixed voltage, the gate charge rises by $Q$, and this charge must arrive through the external circuit. No ion needs to enter the wire for the ammeter to register it.

\subsection{From gate charge to current}

Because no charge passes between the gate and the dielectric, all current from the circuit accumulates on the gate: $J=d\sigma/dt$. In \eqref{eq:sigma} both $Q$ and $\sigma_{\rm f}$ are constant, so
\begin{equation}
J=C\alpha+\frac Qd\frac{dX}{dt}.
\label{eq:J}
\end{equation}
The first term is the capacitive baseline. The second is the ionic current $J_{\rm ion}=J-C\alpha$. On the upward branch the field eventually pushes positive ions towards larger $x$, and the ionic peak is positive.

The same result can be obtained from the current inside the dielectric. Let $j(x,t)$ be the ionic current density. Charge conservation and the time derivative of Gauss's law read
\begin{equation}
\frac{\partial\rho}{\partial t}+\frac{\partial j}{\partial x}=0,
\qquad
\frac{\partial}{\partial x}\left(\varepsilon\frac{\partial E}{\partial t}\right)
=\frac{\partial\rho}{\partial t}.
\label{eq:cons}
\end{equation}
Adding them eliminates $\partial\rho/\partial t$:
\begin{equation}
\frac{\partial}{\partial x}\left(j+\varepsilon\frac{\partial E}{\partial t}\right)=0 .
\label{eq:total}
\end{equation}
The sum of ionic and displacement current is thus the same at every plane. At the gate surface it is $j(0)+d\sigma/dt$, which is the current $J$ supplied by the circuit. Averaging over the thickness and using \eqref{eq:V} gives
\begin{equation}
J=\frac1d\int_0^dj\,dx+\frac{\varepsilon}{d}\frac{dV}{dt}
=\frac1d\int_0^dj\,dx+C\alpha .
\label{eq:ramo}
\end{equation}
For blocking electrodes $j(0)=j(d)=0$, and integration by parts yields
\begin{equation}
Q\frac{dX}{dt}=\int_0^dx\frac{\partial\rho}{\partial t}\,dx
=-\int_0^dx\frac{\partial j}{\partial x}\,dx
=-\Big[xj\Big]_0^d+\int_0^dj\,dx=\int_0^dj\,dx ,
\label{eq:parts}
\end{equation}
which turns \eqref{eq:ramo} into \eqref{eq:J}.

\subsection{Integration over voltage}

On one branch $\alpha$ is constant and $dt=dV/\alpha$. The ionic part of \eqref{eq:J} therefore integrates to
\begin{equation}
\int_{V_{\rm i}}^{V_{\rm f}}\frac{J_{\rm ion}}{\alpha}\,dV
=\int_{t_{\rm i}}^{t_{\rm f}}J_{\rm ion}\,dt
=\frac Qd\int_{t_{\rm i}}^{t_{\rm f}}\frac{dX}{dt}\,dt
=Q\,\frac{X_{\rm f}-X_{\rm i}}d ,
\label{eq:proof}
\end{equation}
which is \eqref{eq:main}. Nothing was assumed about how the ions move. Drift, diffusion, trapping for part of the time and the field of the ions themselves change the shape of the peak, but they enter its area through the initial and final centroids alone. The sweep rate does not appear in the result either. It matters because it decides how far the ions get.

The signs on the return branch follow from the same formula. There $\alpha<0$ and the voltage decreases, so $dV/\alpha=dt$ is still positive. If the ions crossed the dielectric on the upward branch, they now move back, so that $X_{\rm f}<X_{\rm i}$ and $S$ is negative. The ionic current is then negative too, apart from a possible short transient after the reversal. The integral over voltage alone, $\int J_{\rm ion}\,dV=\alpha S$, is in this case positive on both branches.

The coupled equations of ion transport and electrostatics were solved numerically on a grid of 160 cells for the example below. In each calculated sweep the total current at the midplane was tested against the current entering the gate. After subtraction of the baseline and division by $\alpha$, its running voltage integral was tested against $Q/d$ times the centroid displacement, and the two agreed within $0.001\,Q$ at every voltage.

\subsection{What the ammeter records in an example}

Consider a model dielectric with $d=100$~nm and relative permittivity 2.5 at 500~K. It contains $10^{11}$ singly charged ions per cm$^2$, with a mobility of $10^{-13}$~m$^2$/(V\,s). These are round model parameters and not measured values for copper. Mobilities inferred for copper in silicon dioxide at this temperature are lower by many orders of magnitude, and the sweep rates quoted below scale in proportion to the mobility. The voltage rises from $-2$ to $2$~V at 0.1~V/s, after the ions have come to rest at $-2$~V.

The mobile charge is $Q=16.02$~nC/cm$^2$ and the capacitance is $22.135$~nF/cm$^2$. The baseline is
\begin{equation}
C\alpha=22.135\ \frac{\rm nF}{\rm cm^2}\times0.1\ \frac{\rm V}{\rm s}
=2.21\ \frac{\rm nA}{\rm cm^2}.
\label{eq:base}
\end{equation}
The calculated ionic peak rises 3.59~nA/cm$^2$ above it. The area of this peak, divided by $\alpha$, is
\begin{equation}
S=15.38\ \frac{\rm nC}{\rm cm^2},\qquad
\frac SQ=\frac{15.38}{16.02}=0.960 ,
\label{eq:S}
\end{equation}
and the centroid moves by $0.960\,d$, as \eqref{eq:main} requires. The collected charge corresponds to $9.60\times10^{10}$ ions per cm$^2$. The return branch gives $-15.38$~nC/cm$^2$. The missing 4\% of $Q$ has not been lost. It reflects the finite thickness of the ion layers at the two interfaces, which is calculated in the second half.

The baseline deserves care. Over the whole branch the capacitor takes up
\begin{equation}
C(V_{\rm f}-V_{\rm i})=22.135\ \frac{\rm nF}{\rm cm^2}\times4\ {\rm V}
=88.5\ \frac{\rm nC}{\rm cm^2},
\label{eq:cap}
\end{equation}
more than five times the mobile charge. An error of 1\% in the baseline shifts the result by 0.885~nC/cm$^2$, or 5.5\% of $Q$. If the integration is restricted to the interval from $-1$ to $1$~V, this error is halved. The ionic charge found there is $0.924\,Q$ instead of $0.960\,Q$; the grid of 160 cells lowers the first value by about $0.0003\,Q$, and the converged value rounds to $0.925\,Q$. A narrower window thus reduces the effect of a baseline error at the cost of a larger deficit.

\subsection{When the assumptions are relaxed}

\paragraph{Unequal work functions.} The integral of the field is then $V-V_{\rm b}$ with a constant $V_{\rm b}$. Equation \eqref{eq:sigma} acquires the constant $-CV_{\rm b}$, which disappears on differentiation. The area formula is unchanged. The peak moves along the voltage axis by $V_{\rm b}$, and the sweep limits must lie sufficiently far on either side of it.

\paragraph{Leakage.} Suppose that a steady electronic current $J_{\rm l}(V)$ flows through the dielectric without changing the charge stored in it. It adds $\int J_{\rm l}\,dV/\alpha$ to $S$, a contribution that grows as $1/|\alpha|$ when the sweep is slowed. For limits $\mp V_0$ and equal ionic transfer on both branches,
\begin{equation}
S_\uparrow=Q\frac{\Delta X}d+\frac1{|\alpha|}\int_{-V_0}^{V_0}J_{\rm l}\,dV,
\qquad
S_\downarrow=-Q\frac{\Delta X}d+\frac1{|\alpha|}\int_{-V_0}^{V_0}J_{\rm l}\,dV .
\label{eq:leak}
\end{equation}
In the second expression the reversed limits and the negative $\alpha$ compensate each other. The combination $(S_\uparrow-S_\downarrow)/2$ therefore removes a leakage that depends on voltage alone. It does not remove a baseline error, because the capacitive charge changes sign together with the ionic charge.

\paragraph{Electrodes that supply or accept ions.} Equation \eqref{eq:ramo} did not use the blocking condition. It gives
\begin{equation}
S=\frac1d\int_{t_{\rm i}}^{t_{\rm f}}dt\int_0^dj\,dx .
\label{eq:open}
\end{equation}
Every ionic charge then counts with the fraction of the thickness it has travelled, including charge that entered from a copper electrode during the sweep. Such an area is a transferred charge, but it is no longer the charge that was present at the start.

\paragraph{Layered dielectrics.} If the permittivity depends on position, as in a low-permittivity film with a capping layer, division of \eqref{eq:gauss} by $\varepsilon(x)$ and the exchange of integrals used in \eqref{eq:swap} give
\begin{equation}
\sigma=CV-\int_0^dw\,(\rho+\rho_{\rm f})\,dx,\qquad
w(x)=\frac{\int_x^ddx'/\varepsilon(x')}{\int_0^ddx'/\varepsilon(x')},\qquad
\frac1C=\int_0^d\frac{dx'}{\varepsilon(x')} .
\label{eq:layer}
\end{equation}
The weight $w$ still falls from 1 at the gate to 0 at the counter electrode. Ions that cross the whole stack contribute their full charge, whereas ions stopped at an internal interface contribute their charge multiplied by the decrease of $w$ along their path.

\paragraph{A semiconducting counter electrode.} Part of the applied voltage may then fall across the semiconductor, and this part can vary with $V$. The baseline is no longer the constant $C\alpha$, and \eqref{eq:main} cannot be applied with a constant subtraction.

\section{How much of the mobile charge is transferred}

\subsection{Results taken over and reduced variables}

The first half showed that, for blocking metal electrodes separated by $d$, a branch with $dV/dt=\alpha$ has the ionic current $J_{\rm ion}=J-C\alpha=(Q/d)\,dX/dt$. Its integral $S=\int J_{\rm ion}\,dV/\alpha$ equals $Q(X_{\rm f}-X_{\rm i})/d$. Here $Q$ is the mobile sheet charge, $X$ its centroid measured from the gate, and $C$ the capacitance per area. The example has $d=100$~nm, $T=500$~K, $Q=16.02$~nC/cm$^2$ and sweep limits $\mp V_0=\mp2$~V. What remains is to find the centroids.

For ions of charge $q$ the thermal voltage is $V_T=kT/q$. The natural variables are
\begin{equation}
\xi=\frac xd,\quad \Xi=\frac Xd,\quad v=\frac V{V_T},\quad u=\frac{V_0}{V_T},\quad
F=\frac{Ed}{V_T},\quad n=\frac{\rho d}{Q},\quad g=\frac Q{CV_T}.
\label{eq:red}
\end{equation}
The density $n$ has the integral 1. Fixed charge is now taken to be absent. Gauss's law $\varepsilon\,dE/dx=\rho$ becomes $(\varepsilon V_T/d^2)F'=(Q/d)\,n$, where a prime on $F$ or $n$ denotes $d/d\xi$. Hence
\begin{equation}
F'=g\,n,\qquad \int_0^1F\,d\xi=v .
\label{eq:redgauss}
\end{equation}
The number $g$ measures the field of the ions in units of the thermal field $V_T/d$. In the example $V_T=0.0431$~V, $u=46.4$ and $g=16.8$. The gate charge relation of the first half becomes
\begin{equation}
F(0)=v-g(1-\Xi).
\label{eq:F0}
\end{equation}

The ions drift with mobility $\mu$ and diffuse with the coefficient $D=\mu V_T$ given by the Einstein relation. Their current density $j=\mu\rho E-D\,\partial\rho/\partial x$ is proportional to $nF-n'$. In equilibrium between blocking electrodes it vanishes:
\begin{equation}
n'=Fn .
\label{eq:eq}
\end{equation}
This is a mean-field description, in which each ion feels the laterally averaged field.

For blocking metal electrodes, the area of the ionic current peak divided by the sweep rate equals the mobile charge times the fraction of the thickness through which its centroid moves. What remains is to find the centroids at the sweep limits, and with them the fraction of the charge that is collected, and to determine how slow the sweep must be.
